# Disorder and vacancy mobility: traps slow diffusion, random barriers can speed it

A protective oxide layer on an alloy can grow by cation vacancies wandering through it. If the oxide contains several kinds of cation, each vacancy site has its own surroundings and each jump its own barrier. It seems natural that such a rough landscape must make the vacancy sluggish, the more so the more components there are. The inference fails because a vacancy has to climb out of every deep site it enters, but it can go round a high barrier.

## A counter-example

**The model.** A vacancy sits on site $i$ with energy $E_i$ and jumps to a neighbour $j$ over a saddle of energy $S_{ij}=S_{ji}$. The algebra uses atomic units with $k_B=1$, so the temperature $T$ is an energy. The jump rate is

$$w_{ij}=\nu\,e^{-(S_{ij}-E_i)/T}.$$

The landscape is frozen, vacancies are dilute, and the attempt frequency $\nu$ is common to all jumps. The reference is a uniform crystal with the same mean site energy and the same mean saddle energy, so that the comparison isolates disorder from a change of the averages.

**Reduction to a resistor network.** Write the occupation as $p_i=e^{-E_i/T}\psi_i$. The net current from $i$ to $j$ is

$$w_{ij}p_i-w_{ji}p_j=\nu g_{ij}(\psi_i-\psi_j),\qquad g_{ij}=e^{-S_{ij}/T}.$$

The site energies have dropped out of the current: $g_{ij}$ acts as a conductance and $\psi$ as a voltage.

Consider a density variation that is slow on the scale of the disorder. In a region of $N$ sites and volume $V$, $\psi$ is then locally steady, with a mean gradient $G$ along a unit vector $\mathbf e$:

$$\psi_i=\bar\psi+G(\mathbf e\cdot\mathbf r_i+\varphi_i).$$

For a bond $b$ from $i$ to $j$ let $u_b=\mathbf e\cdot(\mathbf r_j-\mathbf r_i)$ and $y_b=u_b+\varphi_j-\varphi_i$, with $\varphi$ periodic. The bond current is $-\nu G g_b y_b$, and summing current times displacement gives the flux density

$$J=-\frac{\nu G}{V}\sum_b g_b y_b u_b .$$

Current is conserved at every site. Multiplying that condition by any periodic $\eta_i$ and summing over sites gives

$$\sum_b g_b y_b(\eta_j-\eta_i)=0. \tag{1}$$

With $\eta=\varphi$ this yields $\sum g_by_bu_b=\sum g_by_b^2$. Define the effective conductance by $g_{\rm eff}\sum_b u_b^2=\sum_b g_by_b^2$. The density is $(N/V)\langle e^{-E/T}\rangle\bar\psi$, so its gradient is $(N/V)\langle e^{-E/T}\rangle G$. Dividing $-J$ by this gradient,

$$D=\frac{\nu g_{\rm eff}}{\langle e^{-E/T}\rangle}\,\frac1N\sum_bu_b^2 .$$

The last factor is pure geometry. Dividing by the same expression for the reference crystal, whose conductance is $g_0=e^{-\bar S/T}$, gives

$$\boxed{\frac{D}{D_0}=\frac BA,\qquad A=\langle e^{-\delta E/T}\rangle,\qquad B=\frac{g_{\rm eff}}{g_0}} \tag{2}$$

with $\delta E=E-\bar E$. Nothing here required sites and saddles to be independent. As a test, a periodic fcc cell of 125 sites was given site energies of width $T$, and saddles equal to the mean of the two adjoining site energies plus a random part of width $T$. The decay rate of a long density wave, from the full matrix of jump rates, gave $D/D_0=0.98331$, and (2) gave the same five digits. Here $D_0$ is taken at the means of the random distributions, not at those of the small sample; this choice multiplies both results by the same factor.

**The numbers.** Take the fcc cation sublattice of a mixed rock-salt oxide based on NiO, at 1300 K, where $T$ corresponds to 0.1120 eV. Rough typical values are a lattice parameter $a=0.42$ nm, $\nu=10^{13}$ s$^{-1}$ and a migration energy of 1.50 eV. The jump length is $\ell=a/\sqrt2$ and there are 12 neighbours, so $D_0=\tfrac16\cdot12\,w\ell^2=wa^2$:

$$D_0=(0.42\times10^{-7}\,\text{cm})^2(10^{13}\,\text{s}^{-1})\,e^{-1.50/0.1120}=2.70\times10^{-8}\ \text{cm}^2/\text{s}.$$

Now add Gaussian disorder of width 0.15 eV, a round model choice, in one of two places. In units of $T$ the width is $s=1.339$.

*On the sites (random traps).* All $g_b$ are equal. The currents driven by the uniform gradient cancel at each site by inversion symmetry, so $\varphi=0$ and $B=1$. Completing the square in the Gaussian average gives $A=e^{s^2/2}$, hence

$$D/D_0=e^{-s^2/2}=e^{-0.896}=0.408 .$$

*On the saddles (random barriers).* Now $A=1$. Solving the current-conservation equations on periodic fcc networks of 4096 sites, with an independent saddle on each bond, and averaging over eight samples gives

$$D/D_0=B=1.64 .$$

Finite size and sampling leave an error of less than 1% in this factor. The diffusivity is $1.10\times10^{-8}$ cm²/s with traps and $4.44\times10^{-8}$ cm²/s with barriers ($1.10\times10^8$ and $4.44\times10^8$ Å²/s). The same width of disorder, in the same lattice at the same temperature, more than halves the mobility in one case and raises it by about 60% in the other.

## The correct statement

Relative to a uniform crystal with the same mean energies, and within the frozen-landscape model:

1. Site disorder alone never speeds the vacancy up, in any dimension.
2. Saddle disorder alone can act either way. For weak, independent Gaussian saddles on a lattice whose bonds are all equivalent by symmetry, with $z$ neighbours per site,
$$\ln B=s^2\left(\frac12-\frac2z\right)+O(s^4). \tag{3}$$

The coefficient is $-\tfrac12$ for a chain, $0$ for the square lattice, $\tfrac16$ for simple cubic and $\tfrac13$ for fcc.

**Proof of 1.** With uniform saddles $B=1$. The exponential is convex, so Jensen's inequality gives $A\ge e^{-\langle\delta E\rangle/T}=1$, and therefore $D\le D_0$.

**Bounds for saddle disorder.** Replace the true $\varphi$ by $\varphi+\eta$. By (1) the cross term vanishes, and $\sum g_by_b^2$ grows by $\sum g_b(\eta_j-\eta_i)^2\ge0$. The true $\varphi$ thus minimizes the dissipation. The trial choice of zero for the whole periodic part gives $g_{\rm eff}\le\langle g\rangle$ in a large sample.

For a lower bound, note that $\sum_bu_b(\varphi_j-\varphi_i)=0$, because a uniform field has no net outflow at any site. Hence $\sum u_by_b=\sum u_b^2$, and the Cauchy–Schwarz inequality gives

$$\Big(\sum_bu_b^2\Big)^2=\Big(\sum_b\frac{u_b}{\sqrt{g_b}}\sqrt{g_b}\,y_b\Big)^2\le\sum_b\frac{u_b^2}{g_b}\;\sum_bg_by_b^2 ,$$

so $g_{\rm eff}\ge1/\langle1/g\rangle$. For Gaussian saddles the two bounds read $e^{-s^2/2}\le B\le e^{s^2/2}$. They lie on opposite sides of 1 and so leave the sign of the effect open; as (3) shows, it depends on how the bonds are connected. On a chain every bond carries the same current, the resistances $1/g$ add, and the lower bound is attained.

**Proof of 2.** Write $g_b=\bar g(1+\delta_b)$ with $\bar g=\langle g\rangle$ and independent $\delta_b$ of zero mean. Let $C$ be the matrix that takes site values to bond differences, $(C\varphi)_b=\varphi_j-\varphi_i$. Since $u^{\mathsf T}C\varphi=0$,

$$\frac1{\bar g}\sum_bg_by_b^2=\sum_b(1+\delta_b)u_b^2+2\sum_b\delta_bu_b(C\varphi)_b+\sum_b(1+\delta_b)(C\varphi)_b^2 .$$

The minimizing $\varphi$ is of first order in $\delta$, so to second order the $\delta_b$ in the last sum can be dropped. What remains is a least-squares problem. Its solution is $C\varphi=-P(\delta u)$, where $P$ is the orthogonal projector onto the vectors of the form $C\varphi$ and $\delta u$ has components $\delta_bu_b$. The minimum is

$$\sum_b(1+\delta_b)u_b^2-(\delta u)^{\mathsf T}P(\delta u).$$

On averaging, the term linear in $\delta$ vanishes, and independence leaves only the diagonal of $P$, giving $\sum_bu_b^2-\langle\delta^2\rangle\sum_bP_{bb}u_b^2$.

The trace of a projector is its rank. Here that is $N-1$, because only a constant $\varphi$ has no differences. There are $Nz/2$ bonds, all equivalent, so

$$P_{bb}=\frac{N-1}{Nz/2}\to\frac2z,\qquad \frac{g_{\rm eff}}{\bar g}=1-\frac2z\langle\delta^2\rangle+\dots$$

For Gaussian saddles $\bar g=g_0e^{s^2/2}$ and $\langle\delta^2\rangle=e^{s^2}-1=s^2+O(s^4)$. The third-order term involves $\langle\delta^3\rangle$, which is also $O(s^4)$. Taking the logarithm gives (3).

The two terms have a plain meaning. Averaging the rates favours low saddles and contributes $+s^2/2$. The current cannot use every fast bond fully, since slower bonds lie in series with it, and this costs $2s^2/z$. More neighbours offer more detours and lower the cost.

Networks solved at $s=0.2$ gave the coefficients $-0.499$, $0.001$, $0.163$ and $0.332$ for chain, square, simple cubic and fcc, in agreement with (3). At larger $s$ the law is only a guide: for the fcc example it gives 1.82 instead of 1.64, and at 1000 K 2.75 instead of 2.16.

**The square lattice at any strength.** Draw the dual lattice, with one bond crossing each original bond, and exchange the roles of current and voltage difference. Conserved current becomes a voltage difference that sums to zero round each dual cell, and vice versa. Each $g_b$ becomes $1/g_b$, and the effective conductance becomes $1/g_{\rm eff}$. If the saddles are independent and their common distribution is symmetric about its mean, $1/g$ has the same distribution as $g/g_0^2$. For a large, statistically isotropic sample this means $1/g_{\rm eff}=g_{\rm eff}/g_0^2$, so $B=1$. Solved networks at $s=1.5$ gave 0.998.

## Both kinds of disorder

Let sites and saddles be independent, with widths $\sigma_E$ and $\sigma_S$. On the fcc lattice, to leading order,

$$\ln\frac D{D_0}=\frac{\sigma_S^2}{3T^2}-\frac{\sigma_E^2}{2T^2},$$

so for weak disorder the vacancy is faster than in the reference when $\sigma_S>\sqrt{3/2}\,\sigma_E\approx1.22\,\sigma_E$. With both widths at 0.15 eV the traps win: $D/D_0=0.408\times1.64=0.67$ at 1300 K. It is 0.48 at 1000 K and 0.78 at 1600 K. Keeping the saddle width at 0.15 eV, the two effects cancel at 1300 K for a site width of 0.112 eV; the leading-order estimate is 0.122 eV.

## Mobility is not yet transport

Layer growth depends on the product $cD$, where $c$ is the vacancy fraction. The deep sites that hold vacancies back also make them easier to create.

At a fixed vacancy chemical potential $\mu$, dilute sites are occupied with probability $e^{(\mu-E_i)/T}$, so disorder multiplies $c$ by $A$. Then $cD$ changes by $A\cdot B/A=B$, and the traps cancel.

In an oxide at fixed temperature and oxygen pressure, forming a vacancy of charge $-q$ also creates $q$ holes. With hole fraction $p$, mass action reads $cp^q=KA$, where $K$ is the reference constant. If these are the only charges, $p=qc$, so

$$c=\left(\frac{KA}{q^q}\right)^{1/(q+1)},\qquad \frac{cD}{(cD)_0}=A^{1/(q+1)}\frac BA=B\,A^{-q/(q+1)} .$$

For the example, with $A=1/0.408=2.45$, both widths at 0.15 eV and 1300 K:

| Condition held fixed | Factor in $cD$ |
|---|---|
| vacancy content | 0.67 |
| vacancy chemical potential | 1.64 |
| oxygen pressure, $q=1$ | 1.05 |
| oxygen pressure, $q=2$ | 0.90 |

One and the same landscape thus counts as sluggish or fast according to what is held fixed.

## What the number of components does

Suppose an energy takes $n$ equally likely, equally spaced values across a range $\Delta$. The values are $k\Delta/(n-1)$ with $k=0,\dots,n-1$, and

$$\langle k^2\rangle-\langle k\rangle^2=\frac{(n-1)(2n-1)}6-\frac{(n-1)^2}4=\frac{(n-1)(n+1)}{12},$$

so the variance is $\Delta^2(n+1)/[12(n-1)]$. It falls as $n$ increases from 2, because a smaller share of the equally spaced levels then sits at the two ends of the range. For $\Delta=0.40$ eV at 1300 K, going from 2 to 5 levels weakens the trap slowdown from 0.326 to 0.501, and the fcc barrier speed-up from 2.52 to 1.62. A new component that widens the range can do the opposite. The count by itself fixes neither the sign nor the size of the effect.

## How far the model carries

NiO grows at high temperature mainly by cation-vacancy transport, which is why its sublattice suits the example. The disorder widths are not data for any particular composition, and the factors above are results of the model, not observations.

The assumption a real mixed oxide breaks most plainly is the frozen landscape, since each jump of the vacancy moves a cation. In a simulation with equal site energies, where every atom carried its own barrier of the same width, the factor was $1.50\pm0.01$ (one standard error) instead of 1.64. The speed-up is smaller but survives. Saddles may also follow the sites. If half the saddle variance comes from the mean of the two adjoining site energies, the combined factor at fixed content is 0.70 to 0.71, depending on the sample, instead of 0.67.

The charge state matters as well. Let holes bind only on the 12 nearest cation sites, leave out screening by the other charges, and let vacancies of every charge be equally mobile. A point-charge estimate with a rough relative permittivity of 12 binds a hole to a doubly charged vacancy by 0.81 eV. At a rough vacancy fraction of $10^{-4}$, the shares of charge 2, 1 and 0 are then 0.31, 0.64 and 0.05, and the factor in $cD$ is 1.06. This lies just outside the range spanned by $q=1$ and $q=2$, which is possible because neutral vacancies, with $q=0$, follow the factor 1.64. Point charges at such short distances give no more than an estimate, and the result depends on the permittivity: a value of 10 gives a factor of 1.12, and 14 gives 1.01, which is back inside the range. Debye screening at a permittivity of 12 also lowers the factor to about 1.01 if the screening length is held at its value in the reference crystal. If the length follows the changed charge content, Debye–Hückel activity corrections, which leave the neutral vacancies following the factor 1.64, give 1.07 with an ion size of one jump length and 1.11 in the limiting law, again above the range. With this spread and the dependence on the permittivity, the estimate places the factor only between about 1.0 and 1.1. Filling of the deepest traps raises the vacancy activity by 0.06% over its dilute-limit value (0.05% over the reference crystal at the same vacancy fraction), and the leading tunnelling correction to the rate is 0.6% if the imaginary frequency at the saddle is equal in size to $\nu$.

A shift of the mean energies can outweigh all of this. Raising the mean migration energy by 0.056 eV cancels the barrier speed-up, and lowering it by 0.100 eV cancels the trap slowdown. A slower vacancy in a many-component crystal is therefore no evidence, taken alone, that disorder slowed it. Disorder in the hole energies, composition-dependent attempt frequencies and short-range order are left out. The numerical output below lists the values used for the main example.

## Calculated quantities

```
Bloch eigenvalue, correlated disorder: D/D0 = 0.98331
network formula, same sample:          D/D0 = 0.98331
Bloch eigenvalue, traps only: 0.66909; formula: 0.66910
weak-disorder coefficient ln B / s^2 at s = 0.2:
  chain: network -0.499, law -0.500
  square: network 0.001, law 0.000
  simple cubic: network 0.163, law 0.167
  fcc: network 0.332, law 0.333
square lattice at s = 1.5: B = 0.998
temperature 1300 K, kT = 0.1120 eV
width of site and of saddle energies 0.15 eV, s = 1.339
lattice parameter 0.42 nm, hop length 0.297 nm
attempt frequency 1e+13 1/s, migration energy 1.50 eV
T (K): trap factor, fcc barrier factor, weak-disorder barrier law, both
  1000: 0.220, 2.16, 2.75, 0.48
  1300: 0.408, 1.64, 1.82, 0.67
  1600: 0.553, 1.41, 1.48, 0.78
D uniform: 2.70e-08 cm^2/s = 2.70e+08 angstrom^2/s
D traps: 1.10e-08 cm^2/s = 1.10e+08 angstrom^2/s
D barriers: 4.44e-08 cm^2/s = 4.44e+08 angstrom^2/s
D both: 1.81e-08 cm^2/s = 1.81e+08 angstrom^2/s
trap width cancelling the barrier speed-up: 0.112 eV
weak-disorder estimate of that width: 0.122 eV
transport factor (content times D) with both disorders:
  fixed vacancy content: 0.67
  fixed vacancy chemical potential: 1.64
  singly charged, balanced by holes: 1.05
  doubly charged, balanced by holes: 0.90
  mixed charge states, point-charge binding: 1.06
components over a fixed range of 0.40 eV:
  n: width (eV), trap factor, fcc barrier factor
  2: 0.200, 0.326, 2.52
  3: 0.163, 0.421, 1.89
  5: 0.141, 0.501, 1.62
  10: 0.128, 0.560, 1.49
neglected effects:
  barriers carried by atoms: factor 1.50 +- 0.01
  saddles following sites, fixed content: factor 0.71
  vacancy fraction 1e-04: trap saturation 6.0e-04
  tunnelling correction to the rate: 5.7e-03
  relative permittivity 12, hole binding 0.81 eV
  shares of charge 2, 1, 0: 0.31, 0.64, 0.05
  mean-energy shift equal to trap effect: 0.100 eV
  mean-energy shift equal to barrier effect: 0.056 eV
```
